# Thermal Lifetime of Silicon-Hydrogen Bonds at a Gate-Stack Interface

## Problem

A high-k gate dielectric on silicon usually rests on a thin silicon oxide layer. Silicon atoms at the silicon/oxide interface that lack a fourth neighbour carry dangling bonds, which trap charge. Hydrogen passivates them by forming Si-H bonds, and heating can break these bonds again.

Take a dissociation energy $E=2.83$ eV, a rate prefactor $A=1.6\times10^{12}$ s$^{-1}$ and a constant temperature of 500 °C. At first, let all bonds be alike and independent, and let every released hydrogen atom leave the stack for good.

(a) Derive the form of the thermal breaking rate from a classical model of one bond.

(b) Define a characteristic lifetime, relate it to the mean bond life and the half-life, and calculate it.

(c) How strongly does it depend on errors in energy and temperature?

(d) Let the bond energies have a Gaussian spread of standard deviation $\sigma=0.08$ eV. What happens to the decay, and to the loss in a 30-minute anneal of $10^{12}$ passivated bonds per cm$^2$?

(e) Let molecular hydrogen repassivate broken bonds, with a barrier of 1.5 eV and a prefactor of $10^{-7}$ cm$^3$ s$^{-1}$. At what hydrogen pressure does the simple lifetime lose its meaning? What happens if the released hydrogen stays in a sealed oxide 5 nm thick?

(f) Set the model beside a real gate stack, and extrapolate the lifetime to 400 K.

## Solution

### (a) The rate law

The algebra uses atomic units, with $\beta=1/(k_BT)$. The derivation is classical, so $\hbar$ does not appear.

Describe the bond by one coordinate $x$ with effective mass $m$, moving in the well

$$V(x)=\tfrac12 m\omega^2x^2,\qquad x<x^*,\qquad \tfrac12 m\omega^2x^{*2}=E .$$

The bond counts as broken once $x$ passes $x^*$. Two assumptions enter: exchange of energy with the solid keeps the unbroken bonds in thermal equilibrium, and a bond that crosses $x^*$ does not return.

The probability density in phase space is $e^{-\beta H}/Z$, with $H=p^2/2m+V(x)$ and $Z$ the integral of $e^{-\beta H}$ over the well. For $\beta E\gg1$ hardly any weight lies near $x^*$, so the position integral may be extended to infinity. Two Gaussian integrals then give

$$Z\simeq\sqrt{\frac{2\pi m}{\beta}}\,\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac{2\pi}{\beta\omega}.$$

The breaking rate $k$ is the outward flux at $x^*$: density times velocity $p/m$, integrated over positive momenta. There $V=E$, so

$$k=\frac{e^{-\beta E}}{Z}\int_0^\infty\frac pm\,e^{-\beta p^2/2m}\,dp .$$

With $u=\beta p^2/2m$ and $du=\beta p\,dp/m$, the integral becomes $\beta^{-1}\int_0^\infty e^{-u}du=1/\beta$. Therefore

$$k=\frac{\beta\omega}{2\pi}\,\frac1\beta\,e^{-\beta E}=\nu e^{-\beta E},\qquad \nu=\frac{\omega}{2\pi}.$$

The bond approaches the edge $\nu$ times per second, and a fraction $e^{-\beta E}$ of these approaches carries enough energy.

A real bond has other vibrations, may recross the barrier, and contains a light atom that does not move classically. An empirical prefactor $A$ absorbs these effects over the temperature range in which it was fitted. The working law is

$$k=A e^{-\beta E}.$$

Thus $A$ need not equal the frequency of one Si-H vibration. The stretching frequency is roughly $6\times10^{13}$ s$^{-1}$ and the bending frequency roughly $2\times10^{13}$ s$^{-1}$, both well above the given $A$.

### (b) Survival and lifetime

Let $n(t)$ be the surviving fraction of bonds, with $n(0)=1$. Each surviving bond breaks with probability $k\,dt$ in a short time $dt$, so

$$\frac{dn}{dt}=-kn,\qquad n(t)=e^{-kt}.$$

The characteristic lifetime is the time at which $n=1/e$:

$$\tau=\frac1k=\frac{e^{\beta E}}{A}.$$

It is also the mean bond life. The fraction breaking between $t$ and $t+dt$ is $-(dn/dt)\,dt$, and integration by parts gives

$$\langle t\rangle=-\int_0^\infty t\,\frac{dn}{dt}\,dt=-\bigl[t\,n\bigr]_0^\infty+\int_0^\infty n\,dt=\frac1k=\tau .$$

The boundary term vanishes at both ends. The half-life is shorter: $e^{-t/\tau}=1/2$ gives $t_{1/2}=\tau\ln2$.

For the numbers, the temperature must be absolute: $T=500+273.15=773.15$ K. Then $k_BT=0.066625$ eV and

$$\beta E=\frac{2.83}{0.066625}=42.477,\qquad e^{-\beta E}=3.570\times10^{-19}.$$

The large exponent justifies the extension of the integral in (a). The rate is

$$k=(1.6\times10^{12}\ \text{s}^{-1})(3.570\times10^{-19})=5.712\times10^{-7}\ \text{s}^{-1},$$

and the lifetime is

$$\tau=1.751\times10^6\ \text{s}=20.3\ \text{days}.$$

After this time 37% of the bonds remain. Half are already lost after $20.26\times0.693=14.0$ days.

The flux formula can be tested by following the motion. A thermal distribution in a harmonic well, with $\nu=A$ and the given $E$ and $T$, was advanced by $10^{-3}$ radian of its oscillation. Counting the probability that crossed $x^*$ gave $5.712\times10^{-7}$ s$^{-1}$, in agreement with the formula. This confirms the flux for an equilibrium distribution; it does not test the two assumptions made in (a).

### (c) Sensitivity

From $\ln\tau=E/(k_BT)-\ln A$,

$$\frac{\partial\ln\tau}{\partial E}=\frac1{k_BT}=15.0\ \text{eV}^{-1},\qquad
\frac{\partial\ln\tau}{\partial T}=-\frac{E}{k_BT^2}=-0.0549\ \text{K}^{-1}.$$

An energy error of 0.02 eV, less than 1% of $E$, changes $\ln\tau$ by 0.30. At fixed $A$ and $T$, the lifetime is 15.0 days for 2.81 eV and 27.4 days for 2.85 eV. At fixed $A$ and $E$, it is 26.7 days if the sample is 5 K colder and 15.4 days if it is 5 K hotter.

Solving $\tau=e^{E/(k_BT)}/A$ for the temperature gives

$$T=\frac{E}{k_B\ln(A\tau)} .$$

A lifetime of 20 days requires 773.39 K, just 0.24 K above the stated temperature. The result is therefore best quoted as "about 20 days"; further digits describe the arithmetic, not the interface.

### (d) A spread of bond energies

An amorphous oxide strains its bonds unequally. Write the energy of a bond as $E+\sigma z$, where $z$ has the normal density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$, and keep $A$ the same for all bonds. With $a=\beta\sigma$, a bond breaks at the rate $k e^{-az}$, where $k$ still denotes the rate at the central energy. The surviving fraction is

$$S(t)=\int_{-\infty}^{\infty}\varphi(z)\exp\!\left(-k e^{-az}t\right)dz .$$

The initial loss rate is

$$-S'(0)=k\int\varphi(z)e^{-az}dz .$$

Completing the square,

$$-\frac{z^2}{2}-az=-\frac{(z+a)^2}{2}+\frac{a^2}{2},$$

leaves a shifted normal density with unit area, so

$$-S'(0)=k\,e^{a^2/2}.$$

The mean life is again the area under the survival curve. The integrand is positive, so the time integral may be done first:

$$\int_0^\infty S\,dt=\int\varphi(z)\,\frac{e^{az}}{k}\,dz=\tau e^{a^2/2}.$$

The last step uses the same square with the sign of $a$ reversed.

Both the initial rate and the mean life increase. The shifted densities show why: the initial loss comes mainly from bonds near $E-a\sigma$, whereas the mean life is weighted towards bonds near $E+a\sigma$. For $\sigma\to0$ both results return to those of (b).

The decay is no longer exponential. The loss rate per surviving bond, $h=-S'/S$, is the average of the individual rates $\kappa=ke^{-az}$ over the survivors, whose weights are $\varphi e^{-\kappa t}/S$. Differentiating these weights gives

$$\frac{dh}{dt}=-\langle\kappa^2\rangle+\langle\kappa\rangle^2\le0 .$$

This is minus the variance of the rates among the survivors. Weak bonds are removed first, and the remaining population becomes steadily more stable.

Here $a=0.08/0.066625=1.201$ and $e^{a^2/2}=2.06$. The mean life rises from 20.3 to 41.7 days. Numerical solution of $S(t)=1/e$ gives 22.1 days, and $S(t)=1/2$ gives 12.7 days. The half-life is thus shorter than for equal bonds and the $1/e$ time longer, so the two survival curves cross between these times. The $1/e$ time moves by about 9%, although the mean life doubles.

For a 30-minute anneal, $t=1800$ s. Equal bonds lose the fraction

$$1-e^{-1800/(1.751\times10^6)}=1.03\times10^{-3},$$

or $1.0\times10^9$ of the $10^{12}$ bonds per cm$^2$. With the spread the fraction is $2.1\times10^{-3}$, or $2.1\times10^9$ per cm$^2$. A short anneal samples the weak bonds, so here the spread changes the answer by nearly its full factor of two.

### (e) Hydrogen that comes back

Return to equal bond energies, and let $n$ now be the fraction of bonds that are passivated at time $t$, including those that broke and formed again. Let a broken bond be repassivated at the rate $r=k_f[\mathrm{H_2}]$, with $[\mathrm{H_2}]$ held constant by the surrounding gas. Then

$$\frac{dn}{dt}=-kn+r(1-n)=r-(k+r)n .$$

Setting the derivative to zero gives the final value $n_\infty=r/(k+r)$. The difference $w=n-n_\infty$ obeys $dw/dt=-(k+r)w$ and starts at $1-n_\infty=k/(k+r)$. Hence

$$n(t)=\frac{r}{k+r}+\frac{k}{k+r}\,e^{-(k+r)t}.$$

For $r\to0$ this is the decay of (b). For $r>0$ the broken fraction stops at $k/(k+r)$. The initial slope is still $-k$, because at the start there is nothing to repassivate.

The passivated fraction never falls to $1/e$ once $r/(k+r)\ge1/e$, that is, from $r=k/(e-1)=0.58\,k$ upwards. A convenient mark for the failure of the simple lifetime is $r=k$, where the fraction settles at one half. Individual bonds still break, but others form again equally fast. At 773.15 K,

$$k_f=10^{-7}e^{-1.5/0.066625}=1.67\times10^{-17}\ \text{cm}^3\,\text{s}^{-1},$$

$$[\mathrm{H_2}]=\frac{k}{k_f}=\frac{5.712\times10^{-7}}{1.67\times10^{-17}}=3.42\times10^{10}\ \text{cm}^{-3}.$$

If the density in the oxide equals that in the gas, the ideal-gas law turns this into a pressure of $2.7\times10^{-6}$ Torr. If the oxide takes up a smaller density, the threshold pressure rises in inverse proportion.

The final broken fraction is 0.996 at $10^{-8}$ Torr and 0.73 at $10^{-6}$ Torr. At 76 Torr, one tenth of an atmosphere, it is $3.6\times10^{-8}$. The 20-day lifetime thus belongs to an anneal with a hydrogen partial pressure well below $10^{-6}$ Torr. In hydrogen at 76 Torr and the same temperature, this model predicts an interface that stays almost fully passivated. The value $3.6\times10^{-8}$ leaves out the reverse steps, in which atomic hydrogen is captured by a broken bond (coefficient $c_1$) or strips hydrogen from an intact bond (coefficient $c_2$). If these come to equilibrium, $k(1-f)=c_1f[\mathrm H]$ and $rf=c_2(1-f)[\mathrm H]$ for the broken fraction $f$. Dividing gives $f/(1-f)=\sqrt{\rho k/r}$ with $\rho=c_2/c_1$, about $2\times10^{-4}$ at 76 Torr for $\rho$ near 1.

**Sealed oxide.** Now $[\mathrm{H_2}]$ is not constant. Let $f=1-n$ be the broken fraction, $N$ the number of passivated bonds per area and $L$ the oxide thickness. If all released atoms pair up and stay in the oxide,

$$[\mathrm{H_2}]=\frac{fN}{2L},$$

where the 2 counts two atoms per molecule. The density that makes $r=k$ is reached at

$$f_1=\frac{2L}{N}\frac{k}{k_f}=\frac{2(5\times10^{-7}\ \text{cm})(3.42\times10^{10}\ \text{cm}^{-3})}{10^{12}\ \text{cm}^{-2}}=3.4\times10^{-8}.$$

Net loss does not stop there, because very few broken bonds are available to capture hydrogen. In general $r=kf/f_1$, and for $f\ll1$

$$\frac{df}{dt}=k(1-f)-rf\simeq k\left(1-\frac{f^2}{f_1}\right).$$

Loss stops at

$$f_s=\sqrt{f_1}\simeq1.85\times10^{-4}.$$

Starting from $f=0$, the solution is $f=f_s\tanh(kt/f_s)$: its derivative is $k[1-\tanh^2(kt/f_s)]=k(1-f^2/f_s^2)$, as required. The approach takes a time of order $f_s\tau\simeq3\times10^2$ s. In this one-way model the sealed stack settles within minutes with about $2\times10^8$ broken bonds per cm$^2$, instead of losing most of its passivation over weeks. This steady state is not an equilibrium: breaking, pairing and repassivation run round a cycle in one direction, which a closed system at fixed temperature cannot sustain. With the reverse steps, the equilibrium relation above and $r=kf/f_1$ give $f\simeq(\rho f_1)^{1/3}$, which is $3\times10^{-3}$ for $\rho=1$ and $1\times10^{-3}$ for $\rho=0.05$. Hydrogen escaping into the silicon, the gate or the surroundings weakens this protection.

### (f) The real gate stack and its temperature of use

The values of $E$ and $A$ each lie in the range reported for thermal breaking of passivated dangling bonds at a silicon/silicon-oxide interface in vacuum, but fitted energies and prefactors come in pairs. An energy near 2.83 eV is reported with a prefactor near $1.6\times10^{13}$ s$^{-1}$, and since $\tau\propto1/A$ this gives about 2 days at 500 °C; the pair 2.56 eV and $1.2\times10^{12}$ s$^{-1}$ gives about half a day. The 20 days therefore belong to the given numbers, and a real interface may lose its hydrogen ten or more times faster. They suit a high-k stack to the extent that its oxide interlayer forms a similar interface. The energy spread, bond density and repassivation parameters are rough typical values. An oxide of 5 nm is thick for a modern logic transistor, and 500 °C is somewhat above the usual range for a hydrogen passivation anneal, roughly 400 to 450 °C. Real stacks break the assumption of equal energies, which moves the $1/e$ time from about 20 to 22 days and doubles the early loss. They can also break the assumption that hydrogen leaves, which in the sealed limit, for equal bond energies, replaces nearly complete loss by a small broken fraction: $2\times10^{-4}$ in the one-way model, and of order $10^{-3}$ once atomic hydrogen is allowed both to passivate dangling bonds and to remove hydrogen from Si-H bonds at comparable rates. These figures indicate size only.

At 400 K, the same $E$ and $A$ give a lifetime of about $9\times10^{15}$ years. This long extrapolation amplifies any error in $E$ and assumes that the same mechanism and prefactor persist. It supports one conclusion within the model: breaking by heat alone is negligible at that temperature. It is not a device lifetime, since energetic carriers, electric fields and reactions with hydrogen can break the bonds by other routes.

The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
Dissociation energy: 2.83 eV
Prefactor: 1.60e+12 1/s
Temperature: 500 C = 773.15 K
Thermal energy kB*T: 0.066625 eV
Exponent E/(kB*T): 42.4766
Boltzmann factor: 3.5698e-19
Dissociation rate: 5.7117e-07 1/s
Rate from counted crossings: 5.7117e-07 1/s
Lifetime tau: 1.7508e+06 s = 20.26 days
Half-life: 14.05 days
Temperature for exactly 20 days: 773.39 K
d ln(tau)/dE: 15.009 1/eV
d ln(tau)/dT: -0.05494 1/K
Lifetime, energy shifted -0.02 eV: 15.0 days
Lifetime, energy shifted +0.02 eV: 27.4 days
Lifetime, temperature shifted -5 K: 26.7 days
Lifetime, temperature shifted +5 K: 15.4 days
Energy spread sigma: 0.08 eV
sigma/(kB*T): 1.2008
Spread factor, initial rate and mean life: 2.056
Mean life with spread: 41.7 days
1/e time with spread: 22.1 days
Half-life with spread: 12.7 days
Anneal time: 30 min
Passivated bonds: 1.0e+12 1/cm^2
Anneal broken fraction, one energy: 1.028e-03
Anneal broken fraction, with spread: 2.105e-03
Anneal broken bonds, one energy: 1.03e+09 1/cm^2
Anneal broken bonds, spread: 2.10e+09 1/cm^2
H2 passivation barrier: 1.5 eV
H2 passivation prefactor: 1.0e-07 cm^3/s
H2 passivation coefficient: 1.67e-17 cm^3/s
H2 density for r = k: 3.42e+10 1/cm^3
H2 pressure for r = k: 2.74e-06 Torr
Final broken fraction at 1.0e-08 Torr H2: 9.96e-01
Final broken fraction at 1.0e-06 Torr H2: 7.33e-01
Final broken fraction at 7.6e+01 Torr H2: 3.61e-08
Oxide thickness: 5.0 nm
Sealed oxide, released fraction for r = k: 3.4e-08
Extrapolated lifetime at 400 K: 9.0e+15 years
```
